\section*{The Chern number modulo four from C4 and C2 band eigenvalues}

\section{The result}

Consider non-interacting electrons on a square lattice with lattice constant 1 and a fourfold rotation axis. At every wave vector $\mathbf k$ let a direct gap separate the $N$ lowest bands, called occupied, from the rest. The Fang--Gilbert--Bernevig rule states that their total Chern number $C$ obeys
\begin{equation}
i^{C}=\prod_{n=1}^{N}\frac{\xi_n(\Gamma)\,\xi_n(M)}{\zeta_n(X)}
=\prod_{n=1}^{N}(-1)^F\,\xi_n(\Gamma)\,\xi_n(M)\,\zeta_n(X).
\label{rule}
\end{equation}
Here $\xi_n$ is an eigenvalue of the rotation $C_4$, and $\zeta_n$ is an eigenvalue of $C_2=C_4^2$. The momenta are $\Gamma=(0,0)$, $X=(\pi,0)$ and $M=(\pi,\pi)$; $Y=(0,\pi)$ will also be needed. The number $F$ is defined by $C_4^4=(-1)^F$, so $F=0$ without spin and $F=1$ for spin one-half. Since $i^4=1$, the rule fixes $C$ modulo 4.

The sign of $C$ depends on conventions. I take the counterclockwise rotation $R(k_x,k_y)=(-k_y,k_x)$ and
\begin{equation}
\mathbf a=i\sum_{n=1}^{N}\langle u_n|\nabla_{\mathbf k}u_n\rangle,\quad
f=\partial_xa_y-\partial_ya_x,\quad
C=\frac1{2\pi}\int_{\rm BZ}f\,d^2k .
\label{conv}
\end{equation}
With clockwise eigenvalues every factor in the first form of (\ref{rule}) is complex conjugated, and the product becomes $i^{-C}$.

\section{One band, all orbitals on the axis}

Start with one occupied band $u(\mathbf k)$ and with every orbital on a rotation centre that is also a lattice point. Then $H(\mathbf k+\mathbf G)=H(\mathbf k)$ for each reciprocal vector $\mathbf G$, and $C_4$ acts as a constant unitary matrix $U$:
\begin{equation}
U H(\mathbf k)U^{-1}=H(R\mathbf k).
\label{sym}
\end{equation}
Thus $Uu(\mathbf k)$ is the occupied state at $R\mathbf k$, up to a phase $\beta$:
\begin{equation}
U u(\mathbf k)=\beta(\mathbf k)\,u(R\mathbf k).
\label{sew1}
\end{equation}

\subsection{How a line integral changes under rotation}

Let $\mathbf k(t)$ run along a path $p$, and let a dot denote $d/dt$. Differentiating (\ref{sew1}) gives
\begin{equation}
U\dot u(\mathbf k)=\dot\beta\,u(R\mathbf k)+\beta\,\dot u(R\mathbf k).
\end{equation}
Take the inner product with (\ref{sew1}) and multiply by $i$. Because $U$ is unitary and $|\beta|=1$,
\begin{equation}
i\langle u|\dot u\rangle_{\mathbf k}
=i\langle u|\dot u\rangle_{R\mathbf k}+i\beta^*\dot\beta
=i\langle u|\dot u\rangle_{R\mathbf k}+i\frac{d}{dt}\ln\beta .
\end{equation}
Define $L(p)=\exp(i\int_p\mathbf a\cdot d\mathbf k)$. Integration, multiplication by $i$ and exponentiation give
\begin{equation}
L(p)=L(Rp)\,e^{-[\ln\beta({\rm end})-\ln\beta({\rm start})]}
=L(Rp)\,\frac{\beta({\rm start})}{\beta({\rm end})}.
\label{line}
\end{equation}

For a closed loop inside a region with a smooth gauge the end factors cancel. A small loop and its rotated image then enclose equal flux. A rotation preserves area and orientation, so $f(R\mathbf k)=f(\mathbf k)$.

\subsection{A quarter of the zone}

The square with corners $\Gamma,X,M,Y$ and its three rotated copies tile the Brillouin zone. Its flux is therefore $2\pi C/4=\pi C/2$. A smooth gauge exists on this square, because the square can be shrunk to a point. No two of its points differ by a reciprocal vector, so the gauge can be copied to shifted squares by $u(\mathbf k+\mathbf G)=u(\mathbf k)$ without conflict. Stokes' theorem on the counterclockwise boundary gives
\begin{equation}
L(\Gamma X)L(XM)L(MY)L(Y\Gamma)=e^{i\pi C/2}=i^C .
\label{stokes}
\end{equation}

The edges combine in pairs. First, $R$ carries $\Gamma X$ to $\Gamma Y$. By (\ref{line}), and since reversing a path inverts $L$,
\begin{equation}
L(\Gamma X)L(Y\Gamma)=\frac{L(\Gamma X)}{L(\Gamma Y)}=\frac{\beta(\Gamma)}{\beta(X)} .
\label{pair1}
\end{equation}
Second, $R$ carries the point $(t,\pi)$ of $YM$ to $(-\pi,t)$, which is the point $(\pi,t)$ of $XM$ shifted by $(-2\pi,0)$. Hence $L(YM)=L(XM)\beta(Y)/\beta(M)$, and
\begin{equation}
L(XM)L(MY)=\frac{L(XM)}{L(YM)}=\frac{\beta(M)}{\beta(Y)} .
\label{pair2}
\end{equation}

At $\Gamma$ and $M$ the rotation returns the same momentum modulo $\mathbf G$, so (\ref{sew1}) is an eigenvalue equation: $\beta(\Gamma)=\xi(\Gamma)$ and $\beta(M)=\xi(M)$. At $X$ two rotations are needed,
\begin{equation}
U^2u(X)=\beta(X)\,Uu(Y)=\beta(X)\beta(Y)\,u(X),
\end{equation}
so $\beta(X)\beta(Y)=\zeta(X)$. The separate factors depend on the gauge, but their product does not. Multiplying (\ref{pair1}) and (\ref{pair2}) and using (\ref{stokes}) yields
\begin{equation}
i^C=\frac{\xi(\Gamma)\xi(M)}{\zeta(X)} .
\label{one}
\end{equation}

\textbf{Limit: an isolated orbital.} If $u$ does not depend on $\mathbf k$ and has rotation eigenvalue $\lambda$, then $\xi(\Gamma)=\xi(M)=\lambda$ and $\zeta(X)=\lambda^2$. Equation (\ref{one}) gives $i^C=1$, in agreement with $f=0$. A nontrivial residue thus requires the symmetry character of the band to change across the zone.

\section{The Qi--Wu--Zhang model}

With energies in units of the hopping scale, the model is
\begin{equation}
H=\sin k_x\,\sigma_x+\sin k_y\,\sigma_y+h_z\sigma_z,\quad
h_z=m+\cos k_x+\cos k_y .
\label{qwz}
\end{equation}
Try $U=e^{-i\pi\sigma_z/4}$. Since $\sigma_x$ and $\sigma_y$ anticommute with $\sigma_z$, moving $U$ through either of them turns it into $U^{-1}$:
\begin{align}
U\sigma_xU^{-1}&=\sigma_xU^{-2}=\sigma_x(i\sigma_z)=\sigma_y,\\
U\sigma_yU^{-1}&=\sigma_yU^{-2}=\sigma_y(i\sigma_z)=-\sigma_x .
\end{align}
So $UHU^{-1}=-\sin k_y\,\sigma_x+\sin k_x\,\sigma_y+h_z\sigma_z=H(R\mathbf k)$, as required. Also $U^4=e^{-i\pi\sigma_z}=-1$, so $F=1$.

At the symmetric momenta $H=h_z\sigma_z$. With $s={\rm sgn}\,h_z$, the lower state has $\sigma_z=-s$, hence
\begin{equation}
\xi=e^{i\pi s/4},\qquad \zeta=e^{i\pi s/2}=is .
\end{equation}
The values of $h_z$ are $m+2$ at $\Gamma$, $m$ at $X$ and $m-2$ at $M$. For $m=1$ the signs are $+,+,-$, and
\begin{equation}
i^C=\frac{e^{i\pi/4}e^{-i\pi/4}}{i}=-i,\qquad C=-1\pmod 4 .
\end{equation}
The four cases computed are:
\begin{center}
\begin{tabular}{rccccc}
$m$ & $\arg\xi(\Gamma)$ & $\arg\xi(M)$ & $\arg\zeta(X)$ & $i^C$ & $C$\\ \hline
$-3$ & $-45^\circ$ & $-45^\circ$ & $-90^\circ$ & $1$ & $0$\\
$-1$ & $45^\circ$ & $-45^\circ$ & $-90^\circ$ & $i$ & $1$\\
$1$ & $45^\circ$ & $-45^\circ$ & $90^\circ$ & $-i$ & $-1$\\
$3$ & $45^\circ$ & $45^\circ$ & $90^\circ$ & $1$ & $0$
\end{tabular}
\end{center}
The last column is the integer, which needs a calculation that does not use the rule.

\subsection{The integer from zeros of the planar field}

Write $\mathbf h=|\mathbf h|(\sin\theta\cos\phi,\sin\theta\sin\phi,\cos\theta)$. The lower state and its connection are
\begin{equation}
u=\begin{pmatrix}-\sin\frac\theta2\,e^{-i\phi}\\ \cos\frac\theta2\end{pmatrix},\qquad
\mathbf a=\sin^2\tfrac\theta2\,\nabla\phi=\tfrac12(1-\cos\theta)\nabla\phi .
\end{equation}
In $i\langle u|\nabla u\rangle$ the derivatives of $\theta$ cancel between the two components, and the phase of the first gives $i(-i\nabla\phi)\sin^2(\theta/2)$.

This $\mathbf a$ is periodic over the zone but can be singular at the points $j$ where $h_x=h_y=0$. Cut out a small disc around each. The outer zone boundary contributes nothing, by periodicity, and the disc boundaries are traversed clockwise. Let $w_j$ be the winding number of $\phi$ around point $j$, counted counterclockwise, and $s_j=\cos\theta_j=\pm1$. Since $f$ is bounded, the discs themselves contribute nothing as they shrink, and
\begin{equation}
C=-\frac1{2\pi}\sum_j\frac{1-s_j}{2}\,2\pi w_j
=-\frac12\sum_jw_j+\frac12\sum_jw_js_j .
\end{equation}
The same argument applied to $\nabla\phi$, whose curl is zero outside the discs, gives $\sum_jw_j=0$. Therefore
\begin{equation}
C=\frac12\sum_jw_js_j,\qquad w_j={\rm sgn}\det\frac{\partial(h_x,h_y)}{\partial(k_x,k_y)}\bigg|_j ,
\label{degree}
\end{equation}
where the determinant formula holds for zeros with nonvanishing Jacobian.

In (\ref{qwz}) the Jacobian is $\cos k_x\cos k_y$, so $w=1$ at $\Gamma,M$ and $w=-1$ at $X,Y$:
\begin{equation}
C=\tfrac12\left[{\rm sgn}(m+2)+{\rm sgn}(m-2)-2\,{\rm sgn}(m)\right].
\end{equation}
For $m=1$ this is $\frac12(1-1-2)=-1$, and the other three rows follow in the same way.

\subsection{Numerical checks and gap closings}

Two further calculations start from the eigenvectors. For neighbouring grid points $\langle u(\mathbf k)|u(\mathbf k+d\mathbf k)\rangle\simeq1-i\mathbf a\cdot d\mathbf k$. Minus the phase of the product of overlaps around a small plaquette is thus its flux, whatever gauge is used. Summed over a $60\times60$ grid, these fluxes reproduce the table.

The quarter-zone statement is tested separately by integrating the curvature over $0<k_x,k_y<\pi$. From (\ref{conv}), $f=-2\,{\rm Im}\langle\partial_xu|\partial_yu\rangle$. First-order perturbation theory supplies the component of $\partial u$ along the upper state $v$; the component along $u$ contributes a real number and drops out. Thus
\begin{equation}
f=-2\,{\rm Im}\frac{\langle u|\partial_xH|v\rangle\langle v|\partial_yH|u\rangle}{(E_u-E_v)^2}.
\end{equation}
For $m=1$ the integral is $-1.57080$ rad, which is $\pi C/2$ with $C=-1$. The pair identities (\ref{pair1}) and (\ref{pair2}), evaluated with random phases on the states, hold to $6.5\times10^{-15}$.

The table also shows how gap closings enter. When $m$ increases through $-2$, $h_z(\Gamma)$ changes sign, $\xi(\Gamma)$ gains a factor $i$, and $C$ rises by 1. At $m=0$ the gap closes at both $X$ and $Y$, $\zeta(X)$ changes sign, and $C$ falls by 2. At $m=2$ the closing is at $M$, and $C$ rises by 1.

\section{Many bands and orbitals away from the axis}

Two restrictions remain to be lifted. Write Bloch states as $\psi=e^{i\mathbf k\cdot\mathbf r}u$, where $\mathbf r$ is the full position. Under a rotation $e^{i\mathbf k\cdot\mathbf r}$ becomes $e^{i(R\mathbf k)\cdot\mathbf r}$, so the action on $u$ is still a constant unitary $U$. Periodicity of $\psi$ in $\mathbf k$ now means
\begin{equation}
u_n(\mathbf k+\mathbf G)=V_{\mathbf G}u_n(\mathbf k),\qquad V_{\mathbf G}=e^{-i\mathbf G\cdot\mathbf r}.
\end{equation}
Because $V_{\mathbf G}$ is constant and unitary, it changes neither $\mathbf a$ nor $f$.

For $N$ bands the phase $\beta$ becomes a unitary $N\times N$ matrix $S$,
\begin{equation}
Uu_n(\mathbf k)=\sum_mu_m(R\mathbf k)S_{mn}(\mathbf k).
\label{sewN}
\end{equation}
It is unitary because the gap makes $U$ map the whole occupied space at $\mathbf k$ onto that at $R\mathbf k$. Differentiate, take the inner product with $Uu_n(\mathbf k)$ and sum over $n$:
\begin{align}
i\sum_n\langle u_n|\dot u_n\rangle_{\mathbf k}
&=i\sum_{lm}\Big(\sum_nS_{ln}^*S_{mn}\Big)\langle u_l|\dot u_m\rangle_{R\mathbf k}
+i\,{\rm tr}\,S^\dagger\dot S\nonumber\\
&=i\sum_m\langle u_m|\dot u_m\rangle_{R\mathbf k}+i\frac{d}{dt}\ln\det S .
\end{align}
The bracket is $\delta_{lm}$ by unitarity, and ${\rm tr}\,S^{-1}\dot S=d(\ln\det S)/dt$. This is the one-band relation with $\beta$ replaced by $B=\det S$. Equations (\ref{line}) to (\ref{pair2}) follow unchanged, and
\begin{equation}
i^C=\frac{B(\Gamma)B(M)}{B(X)B(Y)} .
\end{equation}

At $\Gamma$, $B$ is the determinant of $C_4$ in the occupied space, $\prod_n\xi_n(\Gamma)$. At $M$, $RM=M+\mathbf G$ with $\mathbf G=(-2\pi,0)$, so (\ref{sewN}) reads
\begin{equation}
V_{\mathbf G}^{-1}U\,u_n(M)=\sum_mu_m(M)S_{mn}(M).
\end{equation}
The operator $V_{\mathbf G}^{-1}U$ is $C_4$ acting on the Bloch states at $M$, translation phases included, and $B(M)=\prod_n\xi_n(M)$. Likewise $RY=X+\mathbf G$ with the same $\mathbf G$, and two rotations give
\begin{equation}
V_{\mathbf G}^{-1}U^2u_n(X)=\sum_mu_m(X)\,[S(Y)S(X)]_{mn}.
\end{equation}
Its determinant is $B(Y)B(X)=\prod_n\zeta_n(X)$, which proves the first form of (\ref{rule}). Finally $\zeta_n^2$ is an eigenvalue of $C_4^4=(-1)^F$, so $1/\zeta_n=(-1)^F\zeta_n$, and the second form follows.

The first form does not change under $U\to e^{i\alpha}U$: both numerator and denominator gain $e^{2i\alpha N}$. The Qi--Wu--Zhang bands may therefore also be read as spinless, with $e^{i\pi/4}U={\rm diag}(1,i)$ and $F=0$. The sign $(-1)^F$ compensates for writing $\zeta$ in place of $1/\zeta$.

\textbf{Limit: an isolated orbital at the cell corner.} Put one orbital with on-site eigenvalue $\lambda$ at $\mathbf r=(\frac12,\frac12)$. The factor $V_{\mathbf G}^{-1}=e^{i\mathbf G\cdot\mathbf r}$ is $e^{-i\pi}=-1$. Then $\xi(\Gamma)=\lambda$, $\xi(M)=-\lambda$ and $\zeta(X)=-\lambda^2$, so $i^C=1$, as it must be for a band without hopping. Omitting the phase at $M$ alone would give $i^C=-1$ and a false $C=2$ modulo 4.

\textbf{Limit: two filled bond orbitals.} Orbitals at $(\frac12,0)$ and $(0,\frac12)$ are exchanged by rotation: $Ue_1=e_2$, $Ue_2=\eta e_1$, with $\eta=\pm1$. Here $V_{\mathbf G}^{-1}={\rm diag}(-1,1)$ and $U^2=\eta$. The three determinants are $-\eta$ at $\Gamma$, $\eta$ at $M$ and $-\eta^2=-1$ at $X$. Their combination is $(-\eta)(\eta)/(-1)=1$, again the trivial value.

\textbf{Random models.} These limits have $C=0$. A harder test uses 60 random five-orbital Hamiltonians, with two orbitals on the axis, one at the cell corner and a pair on the bonds. Random complex hoppings are averaged over the four rotations to impose the symmetry. Filling one to four bands gives 240 cases. The 20 in which some plaquette of the $64\times64$ grid carried more than 1 rad of flux were set aside as poorly resolved. In the other 220 the plaquette sum agrees with (\ref{rule}), for $F=0$ and for $F=1$. The second case uses the same Hamiltonians with $C_4$ multiplied by $e^{i\pi/4}$, so it tests the sign $(-1)^F$ rather than new models. The residues $0,1,2,3$ occur 80, 60, 33 and 47 times, and the largest $|C|$ is 5, beyond what a residue can distinguish.

\section{What the rule cannot see}

The ambiguity of 4 can be realized by adding diagonal hopping of strength $b$ to the model:
\begin{equation}
h_x=\sin k_x(1+2b\cos k_y),\qquad h_y=\sin k_y(1+2b\cos k_x),
\end{equation}
with $h_z$ unchanged. Under $R$, $h_x(R\mathbf k)=-h_y(\mathbf k)$ and $h_y(R\mathbf k)=h_x(\mathbf k)$, so the same $U$ remains a symmetry. At $\Gamma,X,M$ the planar components still vanish, and the eigenvalues depend on $m$ as before. For $0<m<2$, wherever the gap is open, the rule gives $C=3$ modulo 4, which is the same residue as $-1$.

Set $b=1$. The Jacobian is $(1+2b)^2=9$ at $\Gamma$, $(1-2b)^2=1$ at $M$ and $-(1+2b)(1-2b)=3$ at $X$ and $Y$, so all four windings are $+1$. There are four more zeros, where $\cos k_x=\cos k_y=-\frac12$, that is $|k_x|=|k_y|=2\pi/3=2.09440$. There $\partial_xh_x=\partial_yh_y=0$ and $\partial_yh_x=\partial_xh_y=-2\sin k_x\sin k_y$. The determinant is $-4\sin^2k_x\sin^2k_y<0$, so $w=-1$, while $h_z=m-1$. Equation (\ref{degree}) gives, for $0<m<2$ and $m\neq1$,
\begin{equation}
C=\tfrac12\left[1+1+1-1-4\,{\rm sgn}(m-1)\right]=1-2\,{\rm sgn}(m-1).
\end{equation}
Thus $C=3$ at $m=0.5$ and $C=-1$ at $m=1.5$. The plaquette sums give the same integers, and the quarter-zone fluxes are $4.71239$ and $-1.57080$ rad. They differ by $2\pi$, which is invisible in $e^{i\pi C/2}$. The eigenvalue phases are $45^\circ,-45^\circ,90^\circ$ in both cases.

The change takes place at $m=1$, where the gap closes at the four extra points. Rotation maps them into one another, so they close together, and each changes $C$ by $-1$. At $m=1$ itself the eigenvalues still combine to $-i$, although there is no gap and $C$ is undefined. Indeed the product is a power of $i$ for any choice of $N$ rotation eigenstates at each of the three points, because $C_4^4=(-1)^F$ restricts the eigenvalues. Its value therefore says nothing about whether the system is an insulator; the gap must be checked over the whole zone.

The smallest gaps found on the grid are $0.791$ at $m=0.5$ and $0.763$ at $m=1.5$, below the value $2|m-1|=1$ at the extra points. The reason is the slope of $h_z$. At a displacement $\boldsymbol\delta$ from such a point the planar field has length $1.5|\boldsymbol\delta|$, since $2\sin^2(2\pi/3)=1.5$. Along the zone diagonal $h_z$ changes at the rate $\sqrt2\sin(2\pi/3)=\sqrt{1.5}$. Minimizing $(0.5-\sqrt{1.5}\,\delta)^2+2.25\,\delta^2$ gives $0.25\times2.25/3.75=0.15$, hence a gap $2\sqrt{0.15}\simeq0.77$. This linear estimate lies between the two grid values. A grid minimum is only an upper bound on the true one: minimizing over continuous $\mathbf k$ gives $0.791$ at $m=0.5$ and $0.744$ at $m=1.5$.

The rule also needs the rotation symmetry itself. A weak perturbation that breaks $C_4$ without closing the gap leaves $C$ unchanged, but the eigenvalues $\xi_n$ are then no longer defined. Where the symmetry and the gap are both present, three momenta give the residue, and an integral of the curvature selects the integer. For a two-band model the count (\ref{degree}) does so too, provided the planar field vanishes only at isolated points with nonvanishing Jacobian. The main computed values are collected in the numerical output below.

\section*{Computed results}
\begin{verbatim}
Energies in hopping units; phases of eigenvalues in degrees
link grid points per direction: 60
m=-3.0 b=0.0: smallest gap on grid 2.000
  phases xi(G) -45, xi(M) -45, zeta(X) -90; rule: C mod 4 = 0
  C: links 0, degree 0; quarter-zone flux 0.00000 rad
m=-1.0 b=0.0: smallest gap on grid 2.000
  phases xi(G) 45, xi(M) -45, zeta(X) -90; rule: C mod 4 = 1
  C: links 1, degree 1; quarter-zone flux 1.57080 rad
m= 1.0 b=0.0: smallest gap on grid 2.000
  phases xi(G) 45, xi(M) -45, zeta(X) 90; rule: C mod 4 = 3
  C: links -1, degree -1; quarter-zone flux -1.57080 rad
m= 3.0 b=0.0: smallest gap on grid 2.000
  phases xi(G) 45, xi(M) 45, zeta(X) 90; rule: C mod 4 = 0
  C: links 0, degree 0; quarter-zone flux 0.00000 rad
m= 0.5 b=1.0: smallest gap on grid 0.791
  phases xi(G) 45, xi(M) -45, zeta(X) 90; rule: C mod 4 = 3
  C: links 3, degree 3; quarter-zone flux 4.71239 rad
m= 1.5 b=1.0: smallest gap on grid 0.763
  phases xi(G) 45, xi(M) -45, zeta(X) 90; rule: C mod 4 = 3
  C: links -1, degree -1; quarter-zone flux -1.57080 rad
largest error of line identities: 6.5e-15
largest error of quarter-zone flux: 6.4e-08 rad
b=1, m=1: gap closes at |kx|=|ky|=2.09440 (1/lattice const.)
number of closing points: 4
change of C from m=0.5 to m=1.5 at b=1: -4
random five-band models: 60
grid points per direction: 64
resolved model-filling cases, all obeying the rule: 220
cases with C mod 4 = 0, 1, 2, 3: 80 60 33 47
largest |C| among them: 5
\end{verbatim}
